# How substrate clamping changes the pyroelectric coefficient of a polar film

## Result and conditions

A polar film is bonded to a thick substrate. Its polar axis, axis 3, is the film normal, and the film is transversely isotropic about it. With the electrodes short-circuited, the pyroelectric coefficient of the bonded film is

$$p_{\rm cl}=p_{\rm free}+2e_{31,f}(\alpha_s-\alpha_f). \tag{1}$$

Here $p_{\rm free}$ is the coefficient of the same film when it carries no stress, $\alpha_s$ is the in-plane thermal expansion of the substrate, and $\alpha_f$ is that of the stress-free film. The effective film coefficient is

$$e_{31,f}=\frac{d_{31}}{s_{11}+s_{12}}=e_{31}-e_{33}\frac{c_{13}}{c_{33}}. \tag{2}$$

Elastic constants are taken at constant electric field, and the polarization $P$ points along $+3$.

Equation (1) is a statement of linear response. It assumes that

- the bond is perfect and the top face is free of force;
- the film is much wider than it is thick;
- the substrate expands equally in all in-plane directions and is not strained by the film;
- temperature is uniform, and domains and phases do not change.

## What the coefficient measures

Let $Q$ be the charge on the electrode and $A_0$ its area in a fixed reference state. Define $D=Q/A_0$ and

$$p=\frac{dD}{dT}\quad\text{at } E_3=0 .$$

This definition fits the measurement: the short-circuit current is $dQ/dt=A_0\,p\,dT/dt$, with no correction for the growth of the electrode. Zero voltage also means zero field whatever the film thickness does, so thickness changes bring in no extra field term.

The temperature derivative still depends on what is held fixed mechanically. Three cases matter:

- all stresses fixed, which gives $p_{\rm free}$;
- all strains fixed, which gives $p_S$;
- in-plane strain set by the substrate and normal stress zero, which gives $p_{\rm cl}$.

The third is a mixed condition: the film is held sideways but can change its thickness.

## Derivation in stress variables

For small changes about the operating state, with stresses $\sigma_i$ and strains $S_i$,

$$dS_i=\sum_j s_{ij}\,d\sigma_j+d_{3i}\,dE_3+\alpha_i\,dT,$$
$$dD=\sum_i d_{3i}\,d\sigma_i+\varepsilon\,dE_3+p_{\rm free}\,dT .$$

The same $d_{3i}$ stands in both lines because both responses follow from one potential with $dG=-\sum_i S_i\,d\sigma_i-D\,dE_3-\eta\,dT$, where $\eta$ is the entropy density. Equality of its mixed second derivatives gives $\partial S_i/\partial E_3=\partial D/\partial\sigma_i$.

Symmetry about axis 3 gives $d_{31}=d_{32}$, $s_{11}=s_{22}$ and $\alpha_1=\alpha_2=\alpha_f$. The substrate imposes equal strains in the two in-plane directions, so the stresses there are equal too, $d\sigma_1=d\sigma_2=d\sigma$, and no shear arises. The free top face gives $d\sigma_3=0$, and the short circuit gives $dE_3=0$. What remains is

$$dS_1=(s_{11}+s_{12})\,d\sigma+\alpha_f\,dT, \tag{3}$$
$$dD=2d_{31}\,d\sigma+p_{\rm free}\,dT. \tag{4}$$

The factor 2 in (4) counts the two in-plane stresses.

The bond requires $dS_1=\alpha_s\,dT$. Inserting this in (3) and solving for the stress,

$$\frac{d\sigma}{dT}=\frac{\alpha_s-\alpha_f}{s_{11}+s_{12}}. \tag{5}$$

If the substrate expands more than the film, heating pulls the film into tension, as the positive sign says. Dividing (4) by $dT$ and using (5),

$$p_{\rm cl}=p_{\rm free}+\frac{2d_{31}}{s_{11}+s_{12}}(\alpha_s-\alpha_f).$$

With the first form of (2) this is (1).

## The effective coefficient

The second form of (2) comes from one isothermal experiment described in two ways. Stretch the film equally in both in-plane directions by $S_1$, at $E_3=0$ and with the top face free.

In strain variables the normal stress is $\sigma_3=2c_{13}S_1+c_{33}S_3$. Setting it to zero gives

$$S_3=-\frac{2c_{13}}{c_{33}}S_1 .$$

The charge is then

$$D=2e_{31}S_1+e_{33}S_3=2\left(e_{31}-e_{33}\frac{c_{13}}{c_{33}}\right)S_1 .$$

In stress variables, $S_1=(s_{11}+s_{12})\sigma$ and $D=2d_{31}\sigma$, so

$$D=\frac{2d_{31}}{s_{11}+s_{12}}\,S_1 .$$

Both lines describe the same charge at the same strain, which proves (2). The in-plane stress in this experiment is

$$\sigma=(c_{11}+c_{12})S_1+c_{13}S_3=\left(c_{11}+c_{12}-\frac{2c_{13}^2}{c_{33}}\right)S_1 .$$

The bracket is the biaxial modulus $M_f=1/(s_{11}+s_{12})$.

## The same result in strain variables

A second route shows where the thickness enters. At $E_3=0$,

$$\frac{dD}{dT}=p_S+2e_{31}\frac{dS_1}{dT}+e_{33}\frac{dS_3}{dT}. \tag{6}$$

The free film expands by $\alpha_f$ in the plane and $\alpha_3$ along the normal, so

$$p_{\rm free}=p_S+2e_{31}\alpha_f+e_{33}\alpha_3. \tag{7}$$

For the bonded film, measure strain from free expansion. The in-plane excess is $\alpha_s-\alpha_f$ per kelvin. Since stress depends on this excess strain alone, $\sigma_3=0$ requires

$$0=2c_{13}(\alpha_s-\alpha_f)+c_{33}\left(\frac{dS_3}{dT}-\alpha_3\right),$$

or

$$\frac{dS_3}{dT}=\alpha_3-\frac{2c_{13}}{c_{33}}(\alpha_s-\alpha_f). \tag{8}$$

Put $dS_1/dT=\alpha_s$ and (8) into (6), then subtract (7):

$$p_{\rm cl}-p_{\rm free}=2e_{31}(\alpha_s-\alpha_f)-\frac{2e_{33}c_{13}}{c_{33}}(\alpha_s-\alpha_f),$$

which is (1) again. Using $e_{31}$ in place of $e_{31,f}$ would drop the second term, the charge produced by the change in thickness.

A substrate with $\alpha_s=0$ does not turn $p_{\rm cl}$ into $p_S$. Equations (6) and (8) then give

$$p_{\rm cl}=p_S+e_{33}\left(\alpha_3+\frac{2c_{13}}{c_{33}}\alpha_f\right),$$

because the film still expands along its normal.

## Signs and limiting cases

**Equal expansions.** If $\alpha_s=\alpha_f$, heating creates no stress and $p_{\rm cl}=p_{\rm free}$.

**Reversed polarization.** Along fixed axes, reversing $P$ reverses $p_{\rm free}$, $d_{31}$ and $e_{31,f}$, while the expansions and elastic constants keep their values. Both terms of (1) change sign, and the relative correction is unchanged.

**A substrate that is not thick.** Suppose film and substrate are bonded and kept flat. They share an in-plane expansion $\alpha_c$, and the in-plane forces balance:

$$M_ft_f(\alpha_c-\alpha_f)+M_st_s(\alpha_c-\alpha_s)=0,$$

where $t_f,t_s$ are the thicknesses and $M_s$ is the substrate's biaxial modulus. Solving for $\alpha_c$ and subtracting $\alpha_f$,

$$\alpha_c-\alpha_f=\frac{M_st_s}{M_ft_f+M_st_s}(\alpha_s-\alpha_f).$$

The film responds to $\alpha_c$, so the correction in (1) is multiplied by this fraction. It tends to one for a thick substrate and to zero for a vanishing one.

A thick substrate that may bend yields four times as much as one kept flat. A film force $N$ per unit width stretches it by $N/(M_st_s)$. The force acts at the surface, so its moment is $Nt_s/2$. Dividing by the bending stiffness $M_st_s^3/12$ gives the curvature $6N/(M_st_s^2)$, and multiplying by $t_s/2$ gives a further surface strain $3N/(M_st_s)$. With $N=M_ft_f|\alpha_s-\alpha_f|$ per kelvin, the fraction of the mismatch relieved is, to leading order in $t_f/t_s$,

$$\frac{4M_ft_f}{M_st_s}. \tag{9}$$

## Charge per current area

Some definitions divide the charge by the current electrode area:

$$D'=\frac{Q}{A}=\frac{D}{(1+S_1)(1+S_2)} .$$

At the reference state, where $S_i=0$ and $D=P$, the differential is

$$dD'=dD-P(dS_1+dS_2).$$

Applied to the free film, the bonded film and the isothermal stretch, this gives

$$p'_{\rm free}=p_{\rm free}-2\alpha_fP,\quad p'_{\rm cl}=p_{\rm cl}-2\alpha_sP,\quad e'_{31,f}=e_{31,f}-P .$$

Subtracting the first from the second and using (1),

$$p'_{\rm cl}-p'_{\rm free}=2(e_{31,f}-P)(\alpha_s-\alpha_f)=2e'_{31,f}(\alpha_s-\alpha_f).$$

The law keeps its form, but all three coefficients must use one convention. Combining $e'_{31,f}$ with the unprimed $p$ causes an error of size $2P|\alpha_s-\alpha_f|$.

## Worked example

The inputs are round model values in the rough regime of a 10 nm doped-hafnia film on silicon: $P=20$ uC/cm², $e_{31}=-1.3$ C/m², $e_{33}=-1.4$ C/m², $c_{13}=120$ GPa, $c_{33}=390$ GPa, $\alpha_f=6.0$ ppm/K and $\alpha_s=2.6$ ppm/K. The stress-free coefficient is set to $-50$ uC/(m² K).

The film coefficient is

$$e_{31,f}=-1.3+1.4\times\frac{120}{390}=-0.869\ \text{C/m}^2 .$$

The expansion difference is $2.6-6.0=-3.4$ ppm/K. The correction is therefore

$$2(-0.869)(-3.4)=+5.91\ \text{uC/(m}^2\text{ K)},$$

and $p_{\rm cl}=-50+5.9=-44.1$ uC/(m² K), or $-4.41$ nC/(cm² K). Clamping lowers the magnitude by 11.8% of the stress-free value.

The sign can be followed physically. The film would expand more than silicon allows, so heating compresses it, by 1.65 MPa/K from (5). Since $d_{31}=-1.79$ pm/V is negative, compression raises $D$ and offsets part of its fall on heating.

The strain route agrees. With $p_S=-24.6$ uC/(m² K) and a bonded normal expansion of 9.09 ppm/K, (6) gives

$$-24.6+2(-1.3)(2.6)+(-1.4)(9.09)=-44.1 .$$

The normal expansion exceeds the free value of 7 ppm/K because in-plane compression thickens the film. Bare $e_{31}$ would have given a correction of 8.84 instead of 5.91, about 50% too large. Mixing the area conventions would cause an error of 1.36 uC/(m² K), or 23% of the correction.

## A test with a nonlinear energy

The law was tested on a film whose response is not linear by construction. With $\theta=T-25\,^\circ$C, its energy density is

$$F=\tfrac12\sum_{ij}C_{ij}S_iS_j-\theta\sum_i\Lambda_iS_i-(P^2-P_0^2)\sum_i g_iS_i+\tfrac12(a\theta-\beta P_0^2)P^2+\tfrac14\beta P^4 .$$

Equilibrium requires $\partial F/\partial P=E_3$ and $\partial F/\partial S_i=\sigma_i$. At the reference state $\partial^2F/\partial P^2=2\beta P_0^2$, which must equal $1/\chi$, with $\chi=29\varepsilon_0$ the susceptibility at fixed strain. Linearizing the first condition at $E_3=0$ gives

$$dP=\chi\left(2P_0\sum_i g_iS_i-aP_0\theta\right).$$

Hence $g_i=e_{3i}/(2\chi P_0)$ and $a=-p_S/(\chi P_0)$ reproduce the chosen constants. Linearizing the second condition likewise fixes $C_{ij}=c_{ij}+e_{3i}e_{3j}/\chi$ and $\Lambda_i=\sum_jc_{ij}\alpha_j-e_{3i}p_S/\chi$.

The full equilibria of the free and bonded films were solved at $\theta=\pm1$ K. Their charge slopes differ by 5.911 uC/(m² K). A separate isothermal stretch of $\pm10^{-5}$ gave $e_{31,f}$, and (1) then predicts 5.911. This tests the law within the model, not the input values for hafnia.

## Residual stress

A deposited film is rarely stress-free. The derivation used changes about the operating state, so (1) still holds there if $p_{\rm free}$ is read as the coefficient at constant stress, and if $\alpha_f$ and $e_{31,f}$ belong to that state.

Suppose the model film is stress-free at a 500 °C anneal and cools to 25 °C with constant expansions. Its strain is $(-3.4\ \text{ppm/K})(-475\ \text{K})=0.162\%$, and its tension is 0.785 GPa. The polarization falls to 19.7 uC/cm². The coefficient at constant stress is $-50.7$ and that on the substrate is $-44.7$ uC/(m² K). The difference, 6.00, agrees with (1) evaluated with the coefficients of this state. Using unstressed coefficients instead gives $-44.1$, an error of 1.4% of the bonded value. Constant expansions are an idealization over 475 K: silicon averages about 3.6 ppm/K in this range, which with the film's value unchanged gives about 0.11% and 0.55 GPa. Strain from crystallization or from the electrodes is not included.

## What the ideal law leaves out

**Expansion data.** Raising $\alpha_s$ by 0.5 ppm/K changes $p_{\rm cl}$ by $-0.87$ uC/(m² K), 15% of the correction. The small difference of two expansions has to be known well.

**Range of use.** Averaged from 25 to 85 °C with both expansions held constant, the nonlinear model gives a correction of 6.00 and $p_{\rm cl}=-44.4$ uC/(m² K). The expansion of real silicon rises by about 0.4 ppm/K over this range, about 0.2 ppm/K on average. With the film's expansion unchanged, that alone lowers the mean correction to about 5.6, a larger shift than the nonlinear one and of opposite sign. The temperature dependence of both expansions therefore has to be known.

**In-plane anisotropy.** With unequal directions, let $m_i=\alpha_s-\alpha_i$ for $i=1,2$. The free top face gives an excess normal strain per kelvin $m_3=-(c_{13}/c_{33})(m_1+m_2)$, if $c_{23}=c_{13}$, and the correction is $e_{31}m_1+e_{32}m_2+e_{33}m_3$. Changing the two in-plane $e$ by $\pm10\%$ and the expansions by $\pm20\%$, the larger values together, gives 6.22 uC/(m² K).

**Imperfect screening.** A series layer with thickness over relative permittivity $\ell=0.01$ nm, an assumed value, leaves a depolarizing field at zero voltage. The magnitude of $p_{\rm cl}$ rises to 45.4, and the correction to 6.11 uC/(m² K). Two effects compete. Zero total voltage requires $E_3t_f+D\ell/\varepsilon_0=0$. With a relative permittivity of 30 for the film, the charge change on heating is therefore reduced by the factor $1/(1+30\,\ell/t_f)$, about $-3\%$. The field also lowers $P$ by about $29\,\ell/t_f=2.9\%$. At fixed strain near $\theta=0$ the model has $dP/dT=-aP/[\beta(3P^2-P_0^2)]$. For the bonded film, $\sigma_3=0$ makes $S_3$ linear in $\theta$ and in $P^2-P_0^2$, so eliminating it only changes the constants $a$ and $\beta$. In both cases the logarithmic derivative with respect to $\ln P$ is $1-3=-2$ at $P_0$. The lower $P$ thus adds about 6%, leaving a net rise near 3%, as found. The sign of this net change belongs to the model, which places the whole susceptibility in the quartic well. If only a part $\chi$ of the permittivity of 30 comes from the well and the rest is a linear background, the net change is about $(2\chi/\varepsilon_0-30)\,\ell/t_f$: near zero for $\chi=15\varepsilon_0$ and about $-2\%$ for $\chi=5\varepsilon_0$. The depolarizing field itself is about $D\ell/(\varepsilon_0t_f)=0.22$ MV/cm, roughly a fifth of a coercive field of 1 MV/cm.

**Substrate compliance.** For a 700 um substrate with $M_s=180$ GPa and a film with $M_f=486$ GPa, bending and stretching relieve 0.015% of the mismatch, in agreement with (9).

**Free edges.** If the film itself is cut into a 100 nm square, 36% of its area lies within one film thickness of an edge. That share understates the loss of clamping, because this film is stiffer than its substrate. The film force at the edge deforms the substrate under the whole island and relieves a fraction of the mismatch of order $M_ft_f/(E_sR)$, with $E_s$ the substrate's Young's modulus and $R$ the island radius. For $E_s\approx130$ GPa and $R\approx56$ nm (a disc of equal area) this is about 0.7, so even the centre is far from fully clamped. Only on a much stiffer substrate is the relaxation confined to a few thicknesses near the edge. Since (1) assumes a film much wider than it is thick, such an island needs its own stress calculation. A continuous film under a patterned electrode has no such cut edges.

**Open circuit.** If no charge can flow, heating the bonded film by 60 K creates a field of about 0.1 MV/cm, a tenth of a rough coercive field of 1 MV/cm. The short-circuit coefficient then no longer describes the experiment directly. With no applied voltage, breakdown and tunnelling do not enter the ideal short-circuit result.

## Beside real hafnia capacitors

A thickness of 10 nm, a polarization of 20 uC/cm² and a coercive field near 1 MV/cm are ordinary for ferroelectric hafnia, and a pyroelectric coefficient of some tens of uC/(m² K) is a reasonable rough size. The piezoelectric constants are less certain, and even their sign can differ between films. If $e_{31,f}$ had the opposite sign with all else held fixed, the correction would be $-5.9$ and $p_{\rm cl}$ would be $-55.9$ uC/(m² K): clamping would then strengthen the response. Real films also contain grains of several orientations, other phases and domains that may move with temperature. Mixed orientations and phases depart from the single uniform film assumed here, and moving domains break the fixed-domain assumption. These effects are not sized here. The value of 5.9 uC/(m² K) is thus the clamping term for the stated constants, not a prediction for a particular device. The remaining values are in the numerical output.

## Table of computed values

```
Input polarization: 20.0 uC/cm2
Input relative permittivity at fixed strain: 30 (none)
Input c11, c12, c13, c33: 410, 150, 120, 390 GPa
Input e31: -1.30 C/m2
Input e33: -1.40 C/m2
Input substrate expansion: 2.60 ppm/K
Input film thickness: 10 nm
Input substrate thickness: 700 um
Input substrate biaxial modulus: 180 GPa
Film in-plane expansion, stress-free: 6.00 ppm/K
Film normal expansion, stress-free: 7.00 ppm/K
Film normal expansion, on substrate: 9.092 ppm/K
Expansion difference, substrate minus film: -3.40 ppm/K
d31: -1.788 pm/V
s11+s12: 2.057 1/TPa
Film biaxial modulus: 486.2 GPa
e31,f: -0.8692 C/m2
In-plane stress per kelvin: -1.653 MPa/K
p at fixed strain: -24.600 uC/(m2 K)
p stress-free: -50.000 uC/(m2 K)
p on substrate: -44.089 uC/(m2 K)
p on substrate, converted: -4.4089 nC/(cm2 K)
Correction, from the two equilibria: 5.911 uC/(m2 K)
Correction, from the formula: 5.911 uC/(m2 K)
Correction, converted: 0.5911 nC/(cm2 K)
Correction over magnitude of stress-free p: 11.8 %
Wrong correction with bare e31: 8.840 uC/(m2 K)
Current area: e31,f: -1.0692 C/m2
Current area: p stress-free: -52.400 uC/(m2 K)
Current area: p on substrate: -45.129 uC/(m2 K)
Current area: correction: 7.271 uC/(m2 K)
Size of error if conventions are mixed: 1.360 uC/(m2 K)
Residual strain after 500 C anneal: 0.162 %
Residual stress: 0.785 GPa
Residual state: polarization: 19.72 uC/cm2
Residual state: p at constant stress: -50.717 uC/(m2 K)
Residual state: p on substrate: -44.722 uC/(m2 K)
Residual state: correction: 5.996 uC/(m2 K)
25-85 C mean: p on substrate: -44.385 uC/(m2 K)
25-85 C mean: correction: 5.996 uC/(m2 K)
Correction change if substrate expansion rises 0.5 ppm/K: -0.869 uC/(m2 K)
Anisotropic film (e +-10 %, expansion +-20 %): correction: 6.223 uC/(m2 K)
Assumed screening length over permittivity: 0.010 nm
Imperfect screening: p on substrate: -45.407 uC/(m2 K)
Imperfect screening: correction: 6.107 uC/(m2 K)
Mismatch relieved by substrate stretch and bending: 0.0154 %
Edge area share, 100 nm square island: 36.0 %
Open-circuit field after 60 K heating: 0.098 MV/cm
Rough coercive field for comparison: 1.0 MV/cm
```
